# Diagonalizing a Kramers-symmetric Fock matrix as a quaternion matrix: a numerical check

```python
"""Time-reversal-symmetric Hermitian 2n x 2n matrices as n x n quaternion matrices.
Tested: the map phi is a *-homomorphism; block structure and parameter count;
quaternion Householder + diagonal scaling gives a real tridiagonal T; spectrum and
Kramers pairs against complex diagonalization; operation count; a quaternion
Kramers-restricted X2C Hartree-Fock SCF for HF against pyscf's complex GHF."""
import numpy as np, sympy as sp
from sympy.algebras.quaternion import Quaternion
from scipy.linalg import eigh_tridiagonal, block_diag
from scipy.constants import alpha, physical_constants
from pyscf import gto, scf, lib

rng = np.random.default_rng(1)
mults = [0]                       # counter of real multiplications in qmm

def qmm(P, R):                    # product of quaternion matrices, shape (4, rows, cols)
    mults[0] += 16 * P.shape[1] * P.shape[2] * R.shape[2]
    p, r = P, R
    return np.array([p[0]@r[0] - p[1]@r[1] - p[2]@r[2] - p[3]@r[3],
                     p[0]@r[1] + p[1]@r[0] + p[2]@r[3] - p[3]@r[2],
                     p[0]@r[2] - p[1]@r[3] + p[2]@r[0] + p[3]@r[1],
                     p[0]@r[3] + p[1]@r[2] - p[2]@r[1] + p[3]@r[0]])
CONJ = np.array([1., -1., -1., -1.])
ONE = np.array([1., 0., 0., 0.])
def adj(P): return CONJ[:, None, None] * P.transpose(0, 2, 1)
def phi(Q):
    A, B = Q[0] + 1j*Q[1], Q[2] + 1j*Q[3]
    return np.block([[A, B], [-B.conj(), A.conj()]])
def to_quat(H):
    n = len(H)//2; A, B = H[:n, :n], H[:n, n:]
    return np.array([A.real, A.imag, B.real, B.imag])
def jmat(n): return np.kron([[0., -1.], [1., 0.]], np.eye(n))
def err(M): return np.abs(M).max()
def qs(q): return "(" + ", ".join(f"{round(float(c), 6) + 0.0:.6f}" for c in q) + ")"
def vec(x, f=".6f"): return " ".join(format(float(c), f) for c in x)

def tridiagonalize(Q, log=None):
    """Return diagonal, off-diagonal, U, counted mults with U^dagger Q U = T real."""
    Q = Q.copy(); n = Q.shape[1]; count = 0
    U = np.zeros((4, n, n)); U[0] = np.eye(n)
    for k in range(n - 2):
        x = Q[:, k+1:, k:k+1].copy(); nx = np.linalg.norm(x)
        if nx < 1e-150: continue
        a1 = np.linalg.norm(x[:, 0, 0])
        e = x[:, 0, 0]/a1 if a1 > 1e-150 else ONE
        v = x.copy(); v[:, 0, 0] += e*nx
        beta = 1/(nx*(nx + a1)); S = Q[:, k+1:, k+1:].copy()
        c0 = mults[0]; p = beta*qmm(S, v); count += mults[0] - c0
        vp = qmm(adj(v), p)[:, 0, 0]; kappa = beta*vp[0]/2
        w = p - kappa*v
        c0 = mults[0]; X = qmm(v, adj(w)); count += mults[0] - c0
        Q[:, k+1:, k+1:] = S - X - adj(X)
        Q[:, k+1:, k] = 0; Q[:, k, k+1:] = 0
        Q[:, k+1, k] = -e*nx; Q[:, k, k+1] = -CONJ*e*nx
        U[:, :, k+1:] -= beta*qmm(qmm(U[:, :, k+1:], v), adj(v))
        if log is not None:
            log.update(x=x, nx=nx, e=e, v=v, beta=beta, S=S, p=p, vp=vp, kappa=kappa, w=w)
    D = np.zeros((4, n, n)); D[0] = np.eye(n); off = np.zeros(n - 1)
    for k in range(n - 1):        # unit-quaternion scaling d_{k+1} = t d_k / |t|
        t = Q[:, k+1:k+2, k:k+1]; off[k] = np.linalg.norm(t)
        if off[k] > 1e-150:
            D[:, k+1:k+2, k+1:k+2] = qmm(t, D[:, k:k+1, k:k+1])/off[k]
    if log is not None: log.update(Tq=Q, D=D)
    return np.diag(Q[0]).copy(), off, qmm(U, D), count

def qeigh(Q):
    d, off, U, _ = tridiagonalize(Q)
    lam, Z = eigh_tridiagonal(d, off)
    return lam, U @ Z

def full_check(H, tol):
    """Compare the quaternion route with complex linear algebra on H."""
    n = len(H)//2; Q = to_quat(H)
    d, off, U, count = tridiagonalize(Q); Uc = phi(U)
    T = np.diag(d) + np.diag(off, 1) + np.diag(off, -1)
    lam, X = qeigh(Q); Xc = phi(X)
    r = [err(Uc.conj().T@Uc - np.eye(2*n)), err(Uc.conj().T@H@Uc - np.kron(np.eye(2), T)),
         err(np.linalg.eigvalsh(H) - np.repeat(lam, 2)), err(H@Xc - Xc*np.tile(lam, 2))]
    assert max(r) < tol
    partner = jmat(n) @ Xc[:, :n].conj()            # K applied to each spinor
    assert err(partner - Xc[:, n:]) < 1e-14 and err(H@partner - partner*lam) < tol
    assert err(Xc[:, :n].conj().T @ partner) < tol
    return d, off, lam, r, count

# 1. homomorphism: symbolic (sympy quaternions) and for random matrices
s = sp.symbols("p0:4 r0:4", real=True)
m2 = lambda q: sp.Matrix([[q.a+sp.I*q.b, q.c+sp.I*q.d], [-q.c+sp.I*q.d, q.a-sp.I*q.b]])
qa, qb = Quaternion(*s[:4]), Quaternion(*s[4:])
assert (m2(qa*qb) - m2(qa)*m2(qb)).expand() == sp.zeros(2)
P, R = rng.normal(size=(4, 3, 5)), rng.normal(size=(4, 5, 2))
assert err(phi(qmm(P, R)) - phi(P)@phi(R)) < 1e-13 and err(phi(adj(P)) - phi(P).conj().T) == 0

# 2. real dimension of the time-even Hermitian matrices, by rank, n = 3
even = lambda M: (M + jmat(len(M)//2) @ M.conj() @ jmat(len(M)//2).T)/2
def rand_herm(N):
    M = rng.normal(size=(N, N)) + 1j*rng.normal(size=(N, N)); return (M + M.conj().T)/2
samples = [even(rand_herm(6)).ravel() for _ in range(60)]
rank = np.linalg.matrix_rank(np.array([np.r_[z.real, z.imag] for z in samples]), tol=1e-10)
assert rank == 2*9 - 3
print(f"n=3: real parameters, time-even {rank}, general Hermitian {4*9}")

# 3. hand example, quaternions printed as (1, i, j, k) components
Q = np.zeros((4, 3, 3)); Q[:, 1, 0] = [0, 2, 1, 2]; Q[:, 2, 0] = [2, 2, 2, 2]; Q[:, 2, 1] = [1, 0, 1, -1]
Q = Q + adj(Q); Q[0] += np.diag([1., 2., -1.])
L = {}; tridiagonalize(Q, L)
Pc = np.eye(4) - L["beta"]*phi(L["v"])@phi(L["v"]).conj().T
assert err(Pc@Pc - np.eye(4)) < 1e-14 and err(L["vp"][1:]) < 1e-13
assert err(Pc@phi(L["S"])@Pc - phi(L["Tq"][:, 1:, 1:])) < 1e-13   # rank-2 update = P S P
assert err(Pc@phi(L["x"]) - phi(L["Tq"][:, 1:, :1])) < 1e-13
d, off, lam, _, _ = full_check(phi(Q), 1e-13)
print("3x3 example (Hartree): Q11,Q22,Q33 =", vec(np.diag(Q[0]), ".0f"))
print("Q21 =", qs(Q[:, 1, 0])); print("Q31 =", qs(Q[:, 2, 0])); print("Q32 =", qs(Q[:, 2, 1]))
print(f"|x1| = {np.linalg.norm(Q[:,1,0]):.6f} Ha, |x| = {L['nx']:.6f} Ha, beta = {L['beta']:.6f} Ha^-2")
print("e =", qs(L["e"]))
for name, unit in (("v", "Ha"), ("p", "1"), ("w", "1")):
    for i in range(2): print(f"{name}{i+1} [{unit}] =", qs(L[name][:, i, 0]))
print("v^+p [Ha] =", qs(L["vp"]), f" kappa = {L['kappa']:.6f} Ha^-1")
print("t21 [Ha] =", qs(L["Tq"][:, 1, 0])); print("t32 [Ha] =", qs(L["Tq"][:, 2, 1]))
print("d2 =", qs(L["D"][:, 1, 1])); print("d3 =", qs(L["D"][:, 2, 2]))
print("T diagonal [Ha]:", vec(d), "; off-diagonal [Ha]:", vec(off))
print("eigenvalues of T [Ha]:", vec(lam))
print("eigenvalues of 6x6 H [Ha]:", vec(np.linalg.eigvalsh(phi(Q))))

# 4. random n = 40, operation count, and a time-odd term that breaks the map
n = 40; H = even(rand_herm(2*n))
assert err(phi(to_quat(H)) - H) < 1e-14 and err(adj(to_quat(H)) - to_quat(H)) < 1e-14
_, _, _, r, count = full_check(H, 1e-11)
assert count == 32*((n-1)*n*(2*n-1)//6 - 1)
ccount = sum(8*M*M for M in range(2, 2*n))
print("n=40 errors (U unitary, U+QU=T, eigenvalues, residual):", vec(r, ".1e"))
print(f"n=40 real mults: quaternion {count}, complex {ccount}, ratio {ccount/count:.4f}")
Hz = H + 0.01*np.kron(np.diag([1., -1.]), np.eye(n)); broken = err(phi(to_quat(Hz)) - Hz)
assert abs(broken - 0.02) < 1e-12
print(f"with Zeeman term 0.01 sigma_z Ha: max|phi(Q)-H| = {broken:.4f} Ha")

# 5. HF molecule: quaternion SCF against complex GHF
lib.param.LIGHT_SPEED = 1/alpha; scf.hf.MUTE_CHKFILE = True
Rb = 1.733
mol = gto.M(atom=f"F 0 0 0; H 0 0 {Rb}", unit="Bohr", basis="6-31g", verbose=0)
n, nocc = mol.nao, mol.nelectron//2
dm0 = np.asarray(scf.hf.init_guess_by_minao(mol))/2
ref = scf.GHF(mol).x2c1e(); ref.chkfile = None
ref.conv_tol, ref.conv_tol_grad, ref.max_cycle = 1e-11, 1e-8, 100
e_ref = ref.kernel(dm0=block_diag(dm0, dm0).astype(complex))
hc = np.asarray(ref.get_hcore()); h = to_quat(hc); trs = err(phi(h) - hc)
assert trs < 1e-8                 # rounding of the X2C decoupling (scale 2c^2)
h = (h + adj(h))/2
S = mol.intor("int1e_ovlp"); sv, sU = np.linalg.eigh(S); Xo = (sU/np.sqrt(sv)) @ sU.T
eri = mol.intor("int2e")
def fock(D):
    F = h - np.einsum("ijkl,cjk->cil", eri, D)
    F[0] += np.einsum("ijkl,lk->ij", eri, 2*D[0]); return F
D = np.zeros((4, n, n)); D[0] = dm0
for it in range(1, 801):
    eps, X = qeigh(Xo @ fock(D) @ Xo); C = Xo @ X
    Dn = qmm(C[:, :, :nocc], adj(C[:, :, :nocc]))
    if err(Dn - D) < 1e-10: break
    D = (D + Dn)/2                # 50 percent damping
assert it < 800
F = fock(Dn); E = np.trace(qmm(h + F, Dn)[0]) + mol.energy_nuc()
Fp = Xo @ F @ Xo; Fp = (Fp + adj(Fp))/2
d, off, eps, r, _ = full_check(phi(Fp), 1e-11)
C = Xo @ qeigh(Fp)[1]
assert abs(E - e_ref) < 1e-7 and err(np.repeat(eps, 2) - np.sort(ref.mo_energy.real)) < 1e-6
Lz = -1j*mol.intor("int1e_cg_irxp")[2]
Jz = np.kron(np.eye(2), Lz) + np.kron(np.diag([.5, -.5]), S)
omega = []
for i in range(n):
    pair = phi(C[:, :, i:i+1]); omega.append(np.linalg.eigvalsh(pair.conj().T@Jz@pair)[1])
omega = np.array(omega)
assert err(omega - (np.floor(omega) + 0.5)) < 1e-6
cm = physical_constants["hartree-inverse meter relationship"][0]/100
print(f"HF: R = {Rb} bohr, 6-31G, n = {n}, occupied pairs = {nocc}, c = {1/alpha:.6f} au")
print(f"real parameters: quaternion {2*n*n-n}, complex {4*n*n}")
print(f"max|phi(h)-h_X2C| = {trs:.1e} Ha; damped SCF iterations = {it}")
print("Frobenius norms F'0..F'3 [Ha]:", vec([np.linalg.norm(c) for c in Fp]))
print("T diagonal 1-6 [Ha]:", vec(d[:6], ".4f")); print("T diagonal 7-11 [Ha]:", vec(d[6:], ".4f"))
print("T off-diag 1-5 [Ha]:", vec(off[:5], ".3e")); print("T off-diag 6-10 [Ha]:", vec(off[5:], ".3e"))
print("errors (U unitary, U+QU=T, eigenvalues, residual):", vec(r, ".1e"))
print(f"V_nn = {mol.energy_nuc():.8f} Ha")
print(f"E quaternion = {E:.8f} Ha, E complex GHF = {e_ref:.8f} Ha")
for i in range(nocc + 1):
    print(f"pair {i+1}: eps = {eps[i]:.6f} Ha, omega = {omega[i]:.4f}")
print(f"pairs with omega=1/2: {int((omega < 1).sum())}, omega=3/2: {int((omega > 1).sum())}")
split = eps[nocc-1] - eps[nocc-2]
print(f"pi splitting eps5-eps4 = {split:.6f} Ha = {split*cm:.1f} cm^-1 (1 Ha = {cm:.2f} cm^-1)")
print("ALL CHECKS PASSED")
```

Running it gives:

```
n=3: real parameters, time-even 15, general Hermitian 36
3x3 example (Hartree): Q11,Q22,Q33 = 1 2 -1
Q21 = (0.000000, 2.000000, 1.000000, 2.000000)
Q31 = (2.000000, 2.000000, 2.000000, 2.000000)
Q32 = (1.000000, 0.000000, 1.000000, -1.000000)
|x1| = 3.000000 Ha, |x| = 5.000000 Ha, beta = 0.025000 Ha^-2
e = (0.000000, 0.666667, 0.333333, 0.666667)
v1 [Ha] = (0.000000, 5.333333, 2.666667, 5.333333)
v2 [Ha] = (2.000000, 2.000000, 2.000000, 2.000000)
p1 [1] = (0.050000, 0.216667, 0.183333, 0.416667)
p2 [1] = (0.016667, 0.283333, -0.116667, -0.050000)
w1 [1] = (0.050000, -0.058889, 0.045556, 0.141111)
w2 [1] = (-0.086667, 0.180000, -0.220000, -0.153333)
v^+p [Ha] = (4.133333, 0.000000, 0.000000, 0.000000)  kappa = 0.051667 Ha^-1
t21 [Ha] = (0.000000, -3.333333, -1.666667, -3.333333)
t32 [Ha] = (1.088889, -1.253333, -1.417778, 0.582222)
d2 = (0.000000, -0.666667, -0.333333, -0.666667)
d3 = (-0.407159, 0.182927, -0.702202, -0.554681)
T diagonal [Ha]: 1.000000 0.880000 0.120000 ; off-diagonal [Ha]: 5.000000 2.259557
eigenvalues of T [Ha]: -4.632661 0.271469 6.361191
eigenvalues of 6x6 H [Ha]: -4.632661 -4.632661 0.271469 0.271469 6.361191 6.361191
n=40 errors (U unitary, U+QU=T, eigenvalues, residual): 1.8e-15 5.3e-15 3.2e-14 3.8e-15
n=40 real mults: quaternion 657248, complex 1339832, ratio 2.0385
with Zeeman term 0.01 sigma_z Ha: max|phi(Q)-H| = 0.0200 Ha
HF: R = 1.733 bohr, 6-31G, n = 11, occupied pairs = 5, c = 137.035999 au
real parameters: quaternion 231, complex 484
max|phi(h)-h_X2C| = 1.9e-11 Ha; damped SCF iterations = 60
Frobenius norms F'0..F'3 [Ha]: 26.610997 0.003724 0.004134 0.004134
T diagonal 1-6 [Ha]: -25.7515 -1.6830 1.2330 0.2183 0.5200 0.5755
T diagonal 7-11 [Ha]: 1.1737 -0.5681 1.4236 -0.5884 1.4486
T off-diag 1-5 [Ha]: 3.691e+00 1.092e+00 6.705e-01 8.002e-01 8.006e-01
T off-diag 6-10 [Ha]: 3.929e-01 1.479e-02 3.617e-01 4.899e-11 2.930e-01
errors (U unitary, U+QU=T, eigenvalues, residual): 1.1e-15 1.8e-15 7.1e-15 3.6e-15
V_nn = 5.19330641 Ha
E quaternion = -100.06447445 Ha, E complex GHF = -100.06447445 Ha
pair 1: eps = -26.305722 Ha, omega = 0.5000
pair 2: eps = -1.592479 Ha, omega = 0.5000
pair 3: eps = -0.738810 Ha, omega = 0.5000
pair 4: eps = -0.631859 Ha, omega = 0.5000
pair 5: eps = -0.629723 Ha, omega = 1.5000
pair 6: eps = 0.209507 Ha, omega = 0.5000
pairs with omega=1/2: 9, omega=3/2: 2
pi splitting eps5-eps4 = 0.002136 Ha = 468.7 cm^-1 (1 Ha = 219474.63 cm^-1)
ALL CHECKS PASSED
```
